# Comment on adding Rosseland conductivity locally in an optically thin ceramic coating

## The argument under review

The manuscript considers a zirconia thermal barrier coating on a metal part. The coating is $L=150$ µm thick, its hot face is at $T_1=1500$ K and its metal face at $T_2=1300$ K. The phonon conductivity is $k_c=1.50$ W/(m K) and the refractive index is $n=2.1$. The ceramic absorbs with coefficient $\kappa=100$ m$^{-1}$ and scatters with coefficient $2000$ m$^{-1}$, so the extinction coefficient is $\beta=2100$ m$^{-1}$. The authors write

$$q=-(k_c+k_R)\frac{dT}{dx},\qquad k_R=\frac{16n^2\sigma T^3}{3\beta},$$

at every point of the coating. They defend this by noting that the temperature profile is smooth, almost a straight line, so that an expansion in gradients should converge quickly. Averaged between the face temperatures, their $k_R$ is 1.75 W/(m K), and they conclude that radiation more than doubles the heat reaching the metal.

The formula for $k_R$ is correct in its own regime. The question is whether a photon in this coating can know the local temperature gradient. Its transport length $1/\beta$ is 476 µm, about three times the thickness.

## The flux without a gradient expansion

I keep the authors' grey, plane, steady model, with isotropic scattering and constant $n$ and $k_c$. Both faces are taken as opaque and diffuse, with emissivities $e_1$ and $e_2$ for radiation passing into the ceramic. For the hot face this means an opaque deposit in optical contact with the ceramic; across a gas gap, total internal reflection at a smooth face with $n=2.1$ would cap $e_1$ near 0.19. The opacity assumption is examined below. Heat flow from face 1 to face 2 is positive.

The emissive power inside the ceramic follows from counting modes. Photons with wavenumber $k=n\omega/c$ have mode density $k^2/\pi^2$ per unit $k$, both polarizations included. At fixed frequency $k^2dk$ carries a factor $n^3$, so the equilibrium energy density is $u=4n^3\sigma T^4/c$. The one-way flux is a quarter of the density times the speed $c/n$:

$$E=\frac14\,\frac cn\,u=n^2\sigma T^4 .$$

Let $t=\beta x$ be optical depth, $\tau=\beta L$ its total, and $\mu$ the cosine of the angle to the $x$ axis. Let $i$ be $\pi$ times the intensity, so that $i=E$ in equilibrium. The transfer equation is

$$\mu\frac{di}{dt}=S-i,\qquad S=(1-\omega)E+\omega M,\qquad M=\frac12\int_{-1}^{1}i\,d\mu ,$$

where $\omega$ is the scattered fraction of extinction. The source $S$ contains emission and light scattered into the ray. If $J_1$ and $J_2$ are the fluxes leaving the walls, integration along rays with $0<\mu\le1$ gives

$$i^+(t,\mu)=J_1e^{-t/\mu}+\int_0^t S(t')e^{-(t-t')/\mu}\frac{dt'}{\mu},$$

$$i^-(t,\mu)=J_2e^{-(\tau-t)/\mu}+\int_t^\tau S(t')e^{-(t'-t)/\mu}\frac{dt'}{\mu}.$$

The net flux is $q_r=2\int_0^1\mu(i^+-i^-)d\mu$. With $E_m(s)=\int_0^1\mu^{m-2}e^{-s/\mu}d\mu$ it becomes

$$\begin{aligned}q_r(t)={}&2J_1E_3(t)-2J_2E_3(\tau-t)\\&+2\int_0^tS(t')E_2(t-t')dt'-2\int_t^\tau S(t')E_2(t'-t)dt'.\end{aligned}$$

Now use $E_3'=-E_2$ and $E_3(0)=\tfrac12$ to integrate by parts:

$$\int_0^tS\,E_2\,dt'=\frac{S(t)}2-S(0)E_3(t)-\int_0^tS'E_3(t-t')dt',$$

$$\int_t^\tau S\,E_2\,dt'=\frac{S(t)}2-S(\tau)E_3(\tau-t)+\int_t^\tau S'E_3(t'-t)dt'.$$

The local terms $S(t)/2$ cancel in the difference, leaving

$$\begin{aligned}q_r(t)={}&2[J_1-S(0)]E_3(t)+2[S(\tau)-J_2]E_3(\tau-t)\\&-2\int_0^\tau S'(t')E_3(|t-t'|)\,dt'.\end{aligned}$$

This is a Fourier-like law with memory in space. Each fall of the source, including the jumps at the walls, drives flux at $t$ with weight $2E_3$. The weight is 1 at zero distance and decays over a distance of order $1/\beta$.

For the coating above, with $e_1=0.9$ and $e_2=0.7$, I also solved the transfer equation ray by ray, coupled to conduction. At every grid point its flux agreed with this kernel formula to better than 2 parts in $10^4$ of the local flux.

## Where the authors' conductivity comes from

Suppose that $t$ lies many transport lengths from both walls and that $S'$ hardly changes over the range of the kernel. Then $S'$ leaves the integral, the wall terms vanish, and only the kernel area is needed:

$$2\int_{-\infty}^{\infty}E_3(|s|)ds=4\int_0^1\mu\cdot\mu\,d\mu=\frac43,\qquad q_r=-\frac43\frac{dS}{dt}.$$

It remains to replace $S$ by $E$. Integrating the transfer equation over all $\mu$ and multiplying by 2 gives

$$\frac{dq_r}{dt}=4(S-M)=4(1-\omega)(E-M).$$

Inserting the local flux gives $E-M=-S''/[3(1-\omega)]$. This is small when some absorption is present and the profile varies slowly over the length $1/\sqrt{3\kappa\beta}$. Then $S\simeq E$, and

$$q_r=-\frac{4}{3\beta}\frac{dE}{dx}=-\frac{16n^2\sigma T^3}{3\beta}\frac{dT}{dx}.$$

A smooth temperature profile is therefore one requirement among several. The kernel must also fit inside the layer. With $\tau=0.315$ the walls cut it off long before its area reaches $4/3$, however straight the profile is. Of the diffuse light leaving one face, a fraction $2E_3(\tau)=0.586$ reaches the other without a single collision.

## The opposite limit

When $\tau\to0$, the weight $2E_3$ tends to 1 everywhere in the layer. The source terms then telescope:

$$q_r\to[J_1-S(0)]+[S(0)-S(\tau)]+[S(\tau)-J_2]=J_1-J_2 .$$

The interior has dropped out. The walls supply what is missing. Wall 1 emits $e_1E_1$ and reflects a fraction $1-e_1$ of the incident flux, which is $J_1-q_r$. Hence

$$J_1=e_1E_1+(1-e_1)(J_1-q_r)\;\Rightarrow\;J_1=E_1-\left(\frac1{e_1}-1\right)q_r .$$

At wall 2 the incident flux is $J_2+q_r$, and the same algebra gives $J_2=E_2+(1/e_2-1)q_r$. Subtracting and collecting $q_r$,

$$q_r\to\frac{E_1-E_2}{R_w},\qquad R_w=\frac1{e_1}+\frac1{e_2}-1 .$$

Neither $\beta$ nor $dT/dx$ appears. By contrast, $k_R$ grows without limit as $\beta\to0$: the clearer the ceramic, the worse the local formula becomes.

A thought experiment separates the two pictures. Keep the face temperatures fixed, but hold the middle third of the coating at a uniform 1400 K, with the temperature falling linearly in the outer thirds. This profile would need heat sources to maintain it, but a constitutive law must handle any prescribed profile. At the midplane the local Rosseland flux drops from 2324 kW/m² for the straight profile to zero. The ray solution changes from 307.7 to 306.5 kW/m².

Little absorption helps here, because scattered light does not register the local temperature. If the whole extinction is made absorption, with $\beta$ unchanged, the fluxes are 362 and 339 kW/m². The profile now matters somewhat: flattening the middle moves the fall of $E$ away from the midplane, to where its kernel weight is smaller. The flux still comes nowhere near zero.

The value 362 kW/m² lies slightly above the thin-limit flux of 358 kW/m² found below, so that limit is not an upper bound on the local flux. The layer average for this straight profile, 342 kW/m², stays below it; with poorly emitting faces the average can exceed it too (about 31 against 29 kW/m² for the original coefficients and both emissivities 0.1). In the all-absorbing layer $S=E$, and the wall relation makes $J_1-S(0)=-(1/e_1-1)q_r(0)$ negative; the jump at wall 2 is negative too. The thin limit counts only light emitted by the walls, whereas here the ceramic emits too. Its hot half as a whole emits more than it absorbs, and its cold half absorbs more than it emits, so the flux at the midplane is larger than at either wall. The negative jumps scale with these smaller wall fluxes and therefore subtract less than they would if the flux were uniform.

## What may be added to the phonon conductivity

The total flux $q=-k_c\,dT/dx+q_r$ is constant in steady state. Integrating over the layer and dividing by $L$ gives

$$q=\frac{k_c(T_1-T_2)}L+\langle q_r\rangle,\qquad k_{\rm rad}\equiv\frac{\langle q_r\rangle L}{T_1-T_2}.$$

So a sum $k_c+k_{\rm rad}$ does exist for the layer as a whole. But $k_{\rm rad}$ belongs to the layer with its walls. In the thin limit, at fixed face temperatures, it is proportional to $L$.

**A case in closed form.** Take black walls, no scattering and $E$ linear in $x$. Then $S=E$, there are no wall jumps, and $-S'=(E_1-E_2)/\tau$. Since $E_4'=-E_3$ and $E_4(0)=\tfrac13$,

$$q_r(t)=\frac{2(E_1-E_2)}{\tau}\left[\frac23-E_4(t)-E_4(\tau-t)\right].$$

Each $E_4$ term integrates over the layer to $\tfrac14-E_5(\tau)$. The layer average is therefore

$$\langle q_r\rangle=\frac{4(E_1-E_2)}{3\tau}\left[1-\frac3\tau\left(\frac14-E_5(\tau)\right)\right].$$

The prefactor is the Rosseland result averaged between the face temperatures, so the bracket is $k_{\rm rad}/k_R$. For small $\tau$, $E_5=\tfrac14-\tau/3+\tau^2/4+\dots$, and the bracket tends to $3\tau/4$. For large $\tau$ it tends to $1-3/(4\tau)$. Its values are 0.0705, 0.461 and 0.925 at $\tau=0.1$, 1 and 10. Even ten transport lengths leave a deficit of 7.5 % relative to $k_R$, because the kernel is cut off near each wall.

**A bound that does not need the profile.** Averaging the kernel law over $t$ gives every fall of the source at $t'$ the weight $W(t')/\tau$, with

$$W(t')=2\left[\frac23-E_4(t')-E_4(\tau-t')\right].$$

Its derivative, $2[E_3(t')-E_3(\tau-t')]$, is positive in the first half of the layer and negative in the second. The weight is thus largest in the middle and smallest at the walls. If the sequence $J_1$, $S(0)\dots S(\tau)$, $J_2$ descends throughout, all the falls are positive and sum to $J_1-J_2$, so

$$\frac2\tau\left[\frac13-E_4(\tau)\right]\le\frac{\langle q_r\rangle}{J_1-J_2}\le\frac4\tau\left[\frac13-E_4\!\left(\frac\tau2\right)\right]<\frac4{3\tau}.$$

For positive flux at both walls, $J_1-J_2\le E_1-E_2$, and local Rosseland addition must then overestimate the radiative heat. The all-absorbing layer with grey walls does not meet the condition, as its negative jumps show. The authors' coating does: the bounds are 0.7673 and 0.8685, the ray solution gives 0.7901, and the Rosseland factor is 4.23.

**An estimate for design.** Multiply the transfer equation by $\mu$ and integrate over all angles. The source term is odd and vanishes, leaving $d(\int\mu^2i\,d\mu)/dt=-q_r/2$. Approximate the angular dependence by $i=M+a\mu$. The integral is then $2M/3$, so $dM/dt=-\tfrac34q_r$. The definition of the flux gives $q_r=4a/3$, and the flux leaving wall 1 is

$$J_1=2\int_0^1\mu(M+a\mu)d\mu=M(0)+\frac{2a}3=M(0)+\frac{q_r}2 .$$

Likewise $J_2=M(\tau)-q_r/2$. If $q_r$ is nearly uniform, $M(0)-M(\tau)=\tfrac34\tau q_r$ and $J_1-J_2=(1+\tfrac34\tau)q_r$. With the wall relations this becomes

$$q_r\simeq\frac{E_1-E_2}{R_w+\frac34\tau},\qquad\frac{k_{\rm rad}}{k_R}\simeq\frac{\frac34\tau}{R_w+\frac34\tau}.$$

Walls and interior act as resistances in series. When absorption is weak, the Rosseland result needs $\tfrac34\tau\gg R_w$, so poorly emitting walls postpone it. A strongly absorbing ceramic can escape this condition if conduction keeps it close to the face temperatures near the walls. It then emits by itself, and $q_r$ is not uniform there. With $\tau=20$, no scattering, both emissivities 0.1 and the $k_c$ and face temperatures used here, $k_{\rm rad}/k_R$ is 0.93 for a layer 150 µm thick, where the estimate gives 0.44. At the same $\tau$ a layer 150 mm thick, in which conduction is much weaker, has 0.81. For purely scattering layers between black walls, at five depths from $\tau=0.1$ to 10, the estimate was off by at most 3.3 % of the ray solution.

## The authors' coating recalculated

The emissive powers are $E_1=1265.9$ and $E_2=714.2$ kW/m², a difference of 551.7 kW/m². The emissivities give $R_w=1.540$. The thin limit is $551.7/1.540\simeq358$ kW/m², and the series estimate is

$$q_r\simeq\frac{551.7}{1.540+0.75\times0.315}\simeq311\ \text{kW/m}^2 .$$

The coupled ray solution gives 307 kW/m², hence

$$k_{\rm rad}=\frac{(3.066\times10^5)(1.50\times10^{-4})}{200}=0.230\ \text{W/(m K)}.$$

The manuscript's 1.75 W/(m K) is 7.6 times larger. Conduction carries $1.50\times200/(1.50\times10^{-4})=2.00$ MW/m². The total is therefore 2.31 MW/m², where the manuscript has 4.34 MW/m², an excess of 88 % over the ray solution. Radiation adds about 15 % to the conducted heat; it does not double it.

The authors are right that the profile is nearly straight: the largest departure is 0.06 K. Weak absorption contributes to this. From $dq_r/dx=4\kappa(E-M)$, with $E$ and $M$ both between $E_2$ and $E_1$, the radiative flux can change across the layer by at most $4\times0.015\times551.7\simeq33$ kW/m², which is small beside the conducted 2000. But a nearly straight line does not reveal how radiation travels. If the whole extinction were absorption, the departure would still be only 0.9 K. In a 15 mm layer of that kind, where radiation does diffuse, it would be about 6 K out of 200 K. The shape of the profile is therefore no evidence that radiation diffuses.

Thickness offers a direct way to tell the pictures apart. With face temperatures, emissivities and coefficients held fixed, $k_R$ stays at 1.75 W/(m K), while the ray solution gives:

| $L$ (µm) | $\tau$ | $k_{\rm rad}$ (W/(m K)) | $k_{\rm rad}/k_R$ |
|---:|---:|---:|---:|
| 50 | 0.105 | 0.085 | 0.048 |
| 150 | 0.315 | 0.230 | 0.131 |
| 500 | 1.05 | 0.588 | 0.336 |
| 1500 | 3.15 | 1.075 | 0.614 |
| 15000 | 31.5 | 1.663 | 0.949 |

The last row is far too thick for a coating and serves to show the return to diffusion. The first two rows carry a warning for layered heat-flow models: the value for a separate 50 µm layer with opaque walls cannot be assigned to each third of a continuous 150 µm coating. Photons cross the imaginary cuts, and the whole layer has 0.230 W/(m K), not 0.085.

Scattering is a second discriminator. Doubling it at fixed absorption nearly halves $k_R$, to 0.90 W/(m K), but lowers $k_{\rm rad}$ only to 0.203 W/(m K).

## How far this carries over to real coatings

The thickness, index, phonon conductivity and temperatures are rough values in the range of yttria-stabilised zirconia barrier coatings. The scattering coefficient is low; porous plasma-sprayed material scatters far more, roughly ten thousand per metre or above. With 30 000 m$^{-1}$ and all else fixed, $\tau=4.5$, $k_{\rm rad}=0.083$ and $k_R=0.122$ W/(m K). Local addition is still too high, but the difference is smaller than a 10 % uncertainty in $k_c$, which is 0.15 W/(m K). With 10 000 m$^{-1}$, the lower end of the range, $k_{\rm rad}=0.15$ and $k_R=0.36$ W/(m K), and local addition makes the total flux 13 % too high. Porous sprayed coatings usually also conduct less than 1.5 W/(m K); with $k_c=0.9$ W/(m K) the excess is about 20 % at 10 000 m$^{-1}$ and 4 % at 30 000 m$^{-1}$. For this thickness and these faces, the manuscript's error is thus serious for clear coatings and becomes minor only when scattering is well above ten thousand per metre.

Zirconia is also not grey. It becomes strongly absorbing in the infrared, here represented by a sharp edge at roughly 5 µm. About 91 % of $E_1-E_2$ lies below that edge. Keeping this share alone, with the same coefficients there, gives $k_{\rm rad}=0.21$ W/(m K). The absorbing band adds a little to this: with a straight temperature profile and the same scattering, about 0.015 W/(m K) if its absorption coefficient is $10^4$ m$^{-1}$, and 0.003 W/(m K) if it is $10^5$ m$^{-1}$. Wave effects such as tunnelling between the faces should be weak, since the coating is about 150 peak wavelengths thick.

The assumption most likely to fail is the opaque hot face. A clean coating lets radiation from the surroundings through to the metal, and $T_1$ then no longer sets the incoming radiation. For black surroundings at 1800 K and a non-absorbing coating, the net flux to the metal cannot exceed $\sigma(1800^4-1300^4)$, or 433 kW/m². No factor $n^2$ appears because the radiation arrives from outside the ceramic. This is a ceiling and not a prediction, but it is comparable with the 307 kW/m² found above. A bare coating needs its own boundary condition, and no choice of local conductivity can provide it.

## Recommendation

The local sum should be withdrawn for this coating. The authors should solve the transfer equation with stated wall conditions or, for opaque faces and weak absorption, use the series estimate. Weak absorption is a stricter condition when the faces emit poorly, because emission by the ceramic then adds noticeably to the small flux from the walls. With both emissivities 0.1 and the same coefficients, the estimate is 8 % too low at 150 µm, 22 % at 500 µm and 41 % at 1.5 mm. With the same extinction but no absorption, it is within 1 % at both 150 µm and 1.5 mm. For an absorbing ceramic between poorly emitting faces the transfer equation should be solved. Any radiative conductivity they report should be given together with the thickness, emissivities and face temperatures to which it belongs. The main values are in the numerical output below.

## Table of computed values

```
thickness 150 um; faces 1500 K and 1300 K
refractive index 2.1; phonon k_c 1.50 W/(m K)
absorption 100 1/m; scattering 2000 1/m
emissivities: hot 0.9, metal 0.7
transport length 1/beta 476 um; tau 0.315
diffuse light crossing uncollided 0.586
E1 1265.9 kW/m2; E2 714.2 kW/m2
wall resistance factor 1/e1+1/e2-1 1.540
thin-limit radiative flux 358.3 kW/m2
ray-solution mean radiative flux 306.6 kW/m2
wall-plus-diffusion estimate 310.7 kW/m2
estimate error in example 1.32 %
largest error, black scattering tests 3.28 %
J1 1231.9 kW/m2; J2 843.8 kW/m2
mean q_r/(J1-J2) 0.7901
its bounds 0.7673 to 0.8685; Rosseland 4.233
Rosseland k_R, averaged 1.752 W/(m K)
actual k_rad 0.230 W/(m K)
overestimate k_R/k_rad 7.62
conductive part of flux 2.000 MW/m2
total flux, ray solution 2.307 MW/m2
total flux, Rosseland added 4.335 MW/m2
total-flux overestimate 88.0 %
largest departure from linear T 0.063 K
Middle radiative flux, kW/m2: linear T, isothermal middle
  ray solution 307.7, 306.5
  all-absorbing layer 362.4, 339.0
  local Rosseland 2323.6, 0.0
Black absorbing layer: tau, k_rad/k_R
  0.1, 0.0705
  1.0, 0.4614
  10.0, 0.9250
full solution at tau 100: k_rad/k_R 0.9916
Thickness um, tau, k_rad W/(m K), k_rad/k_R
  50, 0.105, 0.085, 0.048
  150, 0.315, 0.230, 0.131
  500, 1.050, 0.588, 0.336
  1500, 3.150, 1.075, 0.614
  15000, 31.500, 1.663, 0.949
scattering 30000 1/m: tau 4.51
  k_rad 0.0832, k_R 0.1222 W/(m K)
scattering doubled: k_rad 0.203 W/(m K)
  k_R 0.897 W/(m K)
flux share below 5 um edge 0.910
  k_rad with that share only 0.209 W/(m K)
bare face, black surroundings 1800 K:
  upper bound on net flux to metal 433.3 kW/m2
10 % uncertainty of k_c 0.15 W/(m K)
thickness in peak wavelengths inside ceramic 152
```
